# Why heavier hydrogen permits longer molecular dynamics steps without changing classical averages

**Q:** I simulate a hydroxylated oxide surface between the pulses of a deposition cycle. A colleague gives every hydrogen a mass of 3 u. How can trajectories with wrong masses produce correct average structures?

**A:** Take classical nuclei with Cartesian positions \(q\), momenta \(p\) and energy

\[
H=\sum_i\frac{p_i^2}{2m_i}+V(q),
\]

where \(i\) runs over all Cartesian components and \(V\) contains no masses. A potential from electrons that follow fixed nuclei has this property. At temperature \(T\), the average of a quantity \(A(q)\) that depends on positions alone is

\[
\langle A\rangle=\frac{\int dq\,dp\;A(q)\,e^{-H/kT}}{\int dq\,dp\;e^{-H/kT}} .
\]

The exponential of a sum is a product, so the momentum integrals separate. Each is Gaussian:

\[
\int_{-\infty}^{\infty}e^{-p_i^2/(2m_ikT)}\,dp_i=\sqrt{2\pi m_ikT}.
\]

This number depends on the mass but not on \(q\). The same product of such factors multiplies numerator and denominator, and it cancels:

\[
\langle A\rangle=\frac{\int A(q)\,e^{-V(q)/kT}dq}{\int e^{-V(q)/kT}dq}.
\]

No mass is left. The same holds for the probability \(P\) of any region of positions, and hence for free-energy differences \(-kT\ln(P_1/P_2)\) between two such regions.

**Q:** A heavy atom is slower. Should it not linger in places that a light atom leaves quickly?

**A:** It leaves each place more slowly, but it also arrives there less often. The momentum distribution is the same at every position, so a change of mass rescales the thermal speed by the same factor everywhere. The fraction of time spent in a region is unaffected.

**Q:** I would like to see this for one hydroxyl group.

**A:** Let the group move in a plane. Oxygen has displacements \(x_O,z_O\) along and normal to the surface. Hydrogen lies at distance \(r\) from oxygen, tilted by \(\varphi\) from the normal. With \(s=r-r_0\), I choose

\[
V=\tfrac12K_xx_O^2+\tfrac12K_zz_O^2+V_b(s)+V_t(\varphi),
\]
\[
V_b=\tfrac12ks^2\left(1-as+\tfrac7{12}a^2s^2\right),\qquad
V_t=B\left(\frac{\cos\varphi-\cos\varphi_0}{1-\cos\varphi_0}\right)^2 .
\]

The values are \(K_x=100\), \(K_z=2000\) and \(k=4450\) eV/nm², \(a=22\) nm⁻¹, \(r_0=0.096\) nm, \(\varphi_0=60^\circ\) and \(B=0.10\) eV. The tilt has two equivalent wells at \(\pm60^\circ\), with a barrier \(B\) at the upright position. At 500 K, \(kT=0.04309\) eV.

The potential is a sum of separate terms, so the average reduces to short integrals. The area element of the bond vector is \(r\,dr\,d\varphi\), which gives

\[
\langle s\rangle=\frac{\int s\,r\,e^{-V_b/kT}dr}{\int r\,e^{-V_b/kT}dr},\qquad
\langle\cos\varphi\rangle=\frac{\int\cos\varphi\,e^{-V_t/kT}d\varphi}{\int e^{-V_t/kT}d\varphi}.
\]

Numerical quadrature gives \(4.25\times10^{-4}\) nm and 0.549. For the lateral spring, \(\langle x_O^2\rangle=kT/K_x=0.04309/100=4.31\times10^{-4}\) nm².

These can be compared with dynamics, in which the masses do appear. I ran 2000 independent copies for each mass set, with a thermostat of friction 0.010 fs⁻¹, and averaged over 3 ps after 1 ps of equilibration. The light set has hydrogen at 1.008 u and oxygen at 15.999 u. The heavy set has 3.000 u and 14.007 u: the added mass is taken from the oxygen, so the group keeps its 17.007 u. Uncertainties are one standard error.

| Average | Light | Heavy |
|---|---|---|
| \(\langle s\rangle\), 10⁻⁴ nm | 4.28 ± 0.02 | 4.28 ± 0.02 |
| \(\langle\cos\varphi\rangle\) | 0.5490 ± 0.0003 | 0.5490 ± 0.0005 |
| \(\langle x_O^2\rangle\), 10⁻⁴ nm² | 4.29 ± 0.03 | 4.33 ± 0.03 |

The two mass sets agree within their sampling errors. Both values of \(\langle s\rangle\) lie about 0.7 % above the quadrature. That is less than two standard errors, and the finite time step alone raises \(\langle s\rangle\) by about 0.5 % in these runs.

**Q:** Then why does the heavier hydrogen allow a longer step?

**A:** The step must resolve the fastest vibration, here the O–H stretch. For a small extension \(s\) along the bond, with the tether of the oxygen neglected (in the example it shifts this vibration by only about 0.2 % or less), the two atoms obey

\[
m_H\ddot x_H=-ks,\qquad m_O\ddot x_O=+ks .
\]

Dividing by the masses and subtracting gives

\[
\ddot s=-k\left(\frac1{m_H}+\frac1{m_O}\right)s=-\frac{k}{\mu}s,\qquad
\mu=\frac{m_Hm_O}{m_H+m_O},
\]

so \(\omega=\sqrt{k/\mu}\). The Verlet method replaces the acceleration by a second difference over the step \(h\):

\[
s_{n+1}-2s_n+s_{n-1}=-\omega^2h^2s_n .
\]

Inserting \(s_n=\lambda^n\) and dividing by \(\lambda^{n-1}\) gives

\[
\lambda^2-(2-\omega^2h^2)\lambda+1=0 .
\]

The product of the roots is 1. If \(|2-\omega^2h^2|<2\), the discriminant is negative and the roots are complex conjugates of modulus 1, so the motion stays bounded. If \(\omega h>2\), the roots are real and one has modulus above 1, so the amplitude grows exponentially. The stability limit is therefore

\[
h_{\max}=\frac{2}{\omega}=2\sqrt{\frac{\mu}{k}} .
\]

In the example \(\mu\) rises from 0.948 to 2.471 u. The expected gain is \(\sqrt{2.471/0.948}=1.61\). The full set of small vibrations, tethers included, gives limits of 2.97 and 4.79 fs, again a ratio of 1.61. The square root of the hydrogen mass ratio alone would be 1.73, which is too large because the oxygen moves too and has been made lighter.

A step between the limits shows the difference. I started the full anharmonic model, without a thermostat, from a stretch of \(10^{-5}\) nm and used \(h=3.77\) fs. With light hydrogen the stretch had grown more than a thousandfold when the run was stopped. With heavy hydrogen it did not exceed its starting value in 400 steps.

This limit holds for small vibrations and is only an upper bound for a real run. At 500 K the bond moves far enough for its anharmonicity to matter, and the analysis of a spring no longer guarantees stability. Thermostatted trajectories with heavy hydrogen remain stable for 1000 steps at 2 fs, but with the noise applied before each Verlet step, as in my runs, 10 to 15 % of them break down at 3 fs and nearly all at 3.77 fs. These fractions depend on the scheme: with the noise applied in the middle of the step they are about 1 % and 30 %. Choose a step well below \(h_{\max}\).

**Q:** A stable run can still be inaccurate. What does a finite step do to my averages?

**A:** For a spring this can be worked out in full. One velocity-Verlet step for an oscillator with position \(x\) and velocity \(v\) reads

\[
x'=\alpha x+hv,\qquad v'=v-\tfrac12\omega^2h(x+x'),\qquad \alpha=1-\tfrac12\omega^2h^2 .
\]

Inserting \(x'\) into the second equation gives

\[
v'=\alpha v-bhx,\qquad b=\tfrac12\omega^2(1+\alpha)=\omega^2\left(1-\tfrac14\omega^2h^2\right).
\]

Since \(1-\alpha=\omega^2h^2/2\) and \(1+\alpha=2b/\omega^2\), we have \(1-\alpha^2=bh^2\). Now square and add; the cross terms \(\mp2\alpha bhxv\) cancel:

\[
v'^2+bx'^2=(\alpha^2+bh^2)(v^2+bx^2)=v^2+bx^2 .
\]

The step conserves \(v^2+bx^2\), whereas the true motion conserves \(v^2+\omega^2x^2\). The step also preserves area in the \((x,v)\) plane, because its determinant is \(\alpha^2+bh^2=1\). It therefore leaves the density \(\exp[-\mu(v^2+bx^2)/2kT]\) unchanged. A thermostat that damps the velocity and adds Gaussian noise so as to keep its variance at \(kT/\mu\) leaves the same density unchanged. With \(\mu\omega^2=k\), the stationary spread is

\[
\langle x^2\rangle=\frac{kT}{\mu b}=\frac{kT}{k}\,\frac{1}{1-\omega^2h^2/4}.
\]

With this scheme, the spread of a spring is therefore free of mass only in the limit of a small step. Schemes that apply the noise at another point within the step can have a different error. At finite step the mass returns through \(\omega h\), and equal \(\omega h\) gives equal relative error. My runs used 0.25 fs for the light set and 0.403 fs for the heavy set. Since \(\omega h/2=h/h_{\max}\), the light run has \((0.25/2.97)^2=0.0071\), an error of 0.71 % relative to \(kT/k\). The heavy run has the same error. If both used 1 fs, the errors would be about 13 % and 4.5 %.

**Q:** Which of my results does the change of mass spoil?

**A:** Those that involve time. The small-vibration wavenumbers, in cm⁻¹, are:

| Main character | Light | Heavy |
|---|---|---|
| lateral motion of the group | 126 | 125 |
| tilt | 412 | 247 |
| normal motion | 593 | 618 |
| O–H stretch | 3573 | 2218 |

The tilt and the stretch become much slower, while the normal motion becomes slightly faster. A computed infrared spectrum would show the tilt and stretch bands in the wrong places.

The frequency of passages over the tilt barrier changes too. The bond turns at \(\dot\varphi=u/r\), where \(u\) is the relative velocity of the atoms perpendicular to the bond. The two atomic velocities are independent, so their variances add: \(kT/m_H+kT/m_O=kT/\mu\). The mean magnitude of a Gaussian variable with standard deviation \(\sigma\) is

\[
\frac{2}{\sigma\sqrt{2\pi}}\int_0^\infty u\,e^{-u^2/2\sigma^2}du=\sigma\sqrt{\frac2\pi},
\quad\text{so}\quad \langle|u|\rangle=\sqrt{\frac{2kT}{\pi\mu}} .
\]

In a short time \(\delta t\), the bonds that cross \(\varphi=0\) are those within an angle \(|\dot\varphi|\delta t\) of it and moving towards it. With \(p(0)\) the probability density of the tilt at the barrier, the crossing frequency, both directions counted, is

\[
\nu=\sqrt{\frac{2kT}{\pi\mu}}\left\langle\frac1r\right\rangle p(0).
\]

The last two factors are configurational and contain no mass. Quadrature gives \(\langle1/r\rangle=10.38\) nm⁻¹ and \(p(0)=0.0663\) rad⁻¹. For the light set the mean speed is 1.67 nm/ps, so \(\nu=1.67\times10.38\times0.0663=1.15\) ps⁻¹. For the heavy set, \(\nu=1.15/1.61=0.71\) ps⁻¹. Counting in the trajectories gave \(1.12\pm0.02\) and \(0.70\pm0.01\) ps⁻¹.

These are crossings, including those that turn back at once, and not reaction rate constants. With a barrier of only \(0.10/0.04309=2.3\) times \(kT\), waiting in a well and crossing are not clearly separated in time.

**Q:** If my step is 1.6 times longer, do I collect 1.6 times more information per step?

**A:** Not about motions carried by the hydrogen. The crossing frequency varies as \(\mu^{-1/2}\), while the step at equal accuracy varies as \(\mu^{1/2}\). Their product, the number of crossings per step, does not change. The example gives 0.29 crossings per thousand steps for either mass set.

The gain is in slow motions of larger units. When the whole group moves sideways slowly, hydrogen and oxygen share nearly the same velocity \(\dot x\), and the kinetic energy is

\[
\tfrac12m_H\dot x^2+\tfrac12m_O\dot x^2=\tfrac12(m_H+m_O)\dot x^2 .
\]

The sum of the masses is unchanged, so the frequency is nearly unchanged. It falls by 0.8 % in the example, while each period needs about 1.6 times fewer steps. This requires the motion to be slow compared with the tilt and the stretch, so that hydrogen follows the oxygen.

Leaving the oxygen at 15.999 u would be equally valid for the averages. The group would then weigh 18.999 u, and its slow sideways vibration would run at about \(\sqrt{17.007/18.999}=0.95\) of its former frequency; the full set of small vibrations gives 0.94. Taking the mass from the oxygen avoids most of that loss.

**Q:** Why stop at 3 u?

**A:** At fixed group mass \(M\), the reduced mass is \(\mu=m_H(M-m_H)/M\). Its derivative, \((M-2m_H)/M\), vanishes at \(m_H=M/2\). Beyond that point the oxygen has become the light partner and the stretch speeds up again. With the tethers included, the turning point moves down slightly, to about 8.2 u, where the limit is also 6.18 fs. The stability limit grows ever more slowly on the way:

| Hydrogen mass, u | \(h_{\max}\), fs |
|---|---|
| 1.008 | 2.97 |
| 2 | 4.05 |
| 3 | 4.79 |
| 4 | 5.32 |
| 8.504 | 6.18 |

Going from 1.008 to 3 u gains 1.8 fs; going on to 8.504 u gains 1.4 fs more. In a larger system the limit can stop rising earlier: a vibration without hydrogen may become the fastest, or the lightened oxygen may speed up the vibration of its own bond to the surface.

**Q:** I sometimes hold bonds rigid. Does the cancellation survive?

**A:** That depends on which bonds are rigid. Describe the allowed positions by coordinates \(u\), and write the kinetic energy as \(\frac12\dot u^{T}G(u)\dot u\). The momenta are \(p=G\dot u\), so the kinetic energy becomes \(\frac12p^{T}G^{-1}p\). For \(f\) coordinates the Gaussian integral is

\[
\int e^{-p^{T}G^{-1}p/(2kT)}dp=(2\pi kT)^{f/2}\sqrt{\det G(u)} .
\]

If \(\det G\) varies with \(u\), it no longer cancels.

Consider first one rigid O–H bond of length \(l\), with the oxygen free to move. The coordinates are the oxygen position and the bond angle \(\beta\). The hydrogen velocity is the oxygen velocity plus \(l\dot\beta\,(\cos\beta,-\sin\beta)\), so

\[
G=\begin{pmatrix}M&0&m_Hl\cos\beta\\0&M&-m_Hl\sin\beta\\m_Hl\cos\beta&-m_Hl\sin\beta&m_Hl^2\end{pmatrix}.
\]

Eliminating the first two rows gives

\[
\det G=M^2\left[m_Hl^2-\frac{m_H^2l^2}{M}(\cos^2\beta+\sin^2\beta)\right]=Mm_Hm_Ol^2,
\]

where \(M-m_H=m_O\) was used. This is constant, so the masses still cancel.

Now make the bond from a fixed surface site to the oxygen rigid as well, with length \(l_1\). The coordinates are two angles that differ by \(\theta\). The squared hydrogen velocity contains the cross term \(2l_1l\,\dot\alpha\dot\beta\cos\theta\), and

\[
G=\begin{pmatrix}Ml_1^2&m_Hl_1l\cos\theta\\m_Hl_1l\cos\theta&m_Hl^2\end{pmatrix},
\]
\[
\det G=m_Hl_1^2l^2(M-m_H\cos^2\theta)=m_Hl_1^2l^2(m_O+m_H\sin^2\theta).
\]

The angle now carries the weight \(\sqrt{m_O+m_H\sin^2\theta}\), which favours bent arrangements, and more so for heavy hydrogen. With no potential acting on the angles, \(\langle\sin^2\theta\rangle\) is 0.504 for the light set and 0.512 for the heavy set. Stiff springs in place of the rods give 0.500 for both. The effect is small here, but it does not vanish with a shorter step.

**Q:** Real hydrogen is a quantum particle. Does that undo the argument?

**A:** It limits what the argument is about. For a quantum spring the mean potential energy is half the total energy \(\hbar\omega(\bar n+\frac12)\), with \(\bar n=1/(e^{\hbar\omega/kT}-1)\). Since \(\bar n+\frac12=\frac12\coth(\hbar\omega/2kT)\),

\[
\tfrac12k\langle x^2\rangle=\tfrac14\hbar\omega\coth\frac{\hbar\omega}{2kT}
\quad\Rightarrow\quad
\langle x^2\rangle=\frac{\hbar\omega}{2k}\coth\frac{\hbar\omega}{2kT}.
\]

For \(\hbar\omega\ll kT\), \(\coth y\approx1/y\) returns the mass-free value \(kT/k\). For \(\hbar\omega\gg kT\), the coth tends to 1 and \(\langle x^2\rangle\to\hbar/(2\sqrt{k\mu})\), which depends on mass.

The stretch is in the second regime, with \(\hbar\omega\) about ten times \(kT\) for the light set and six times for the heavy set. Solving the Schrödinger equation for the anharmonic bond on a grid gives thermal root-mean-square widths of 0.0072 nm for the light set and 0.0056 nm for the heavy set. The classical width is 0.0032 nm for both. Heavy hydrogen thus reproduces the classical average, which for this coordinate is itself too narrow by a factor of 2.3. A simulation that treats the nuclei quantum mechanically needs the physical masses even for average structures.

Tunnelling through the tilt barrier is a small effect. Wigner's leading correction for tunnelling, \(1+(\hbar\omega_b/kT)^2/24\) with \(\omega_b\) the magnitude of the imaginary barrier frequency, is 1.04 for the light set and 1.02 for the heavy set.

**Q:** How close is this model to my surface, and what may I use heavy hydrogen for?

**A:** A temperature of 500 K lies within the usual range of thermal atomic layer deposition. The stretch is somewhat soft: 3573 cm⁻¹ is its small-vibration value, and anharmonicity lowers the quantum mechanical fundamental to about 3440 cm⁻¹, which is typical of a hydrogen-bonded hydroxyl group. Isolated surface hydroxyls absorb nearer 3700 cm⁻¹. The tilt angle, its barrier and the tethers are round values, not fitted to any oxide; the lateral tether is deliberately soft. The planar geometry is a serious simplification. If the bond can also turn about the surface normal, each tilt gets the weight \(|\sin\varphi|\), and \(\langle\cos\varphi\rangle\) falls from 0.549 to 0.491, by 11 %. Neighbouring hydroxyls, surface vibrations and bond breaking are absent. They would change the averages through \(V\), but the cancellation of the masses holds for any classical \(V(q)\) with converging integrals.

You may therefore use heavy hydrogen for equilibrium structures, site occupations and free-energy differences within classical mechanics, provided no linked bonds are held rigid (except in a molecule that is rigid as a whole), the sampling is sufficient and the result no longer moves when you halve the step. Go back to the physical masses for spectra, rate constants and the energy exchange of a precursor molecule striking the surface, because those depend on how fast the atoms move.
